# Energy-conserving electron-phonon collisions with paired emission and absorption events

## Definitions and conventions

Electrons occupy $Z$ equivalent, parabolic, isotropic valleys of mass $m$. Their occupation $f$ depends on the energy $E=\hbar^2k^2/2m$ alone. It is stored on nodes $E_j=jh$, $j=0,\dots,J$; node $j$ stands for $g_j$ states per volume, spin and valleys included. Phonons of wave number $q$ and frequency $\omega_q$ are stored in bins $m'$ with $G_{m'}$ modes per volume, quantum $\hbar\omega_{m'}$ and occupation $N_{m'}$. For intervalley phonons, $q$ is measured from the vector joining the valleys.

The system is uniform, without field or phonon decay, and scattering follows the golden rule. Heat is counted positive when it flows from electrons to phonons. Charge enters one screening estimate, in Gaussian units.

An event $r$ joins a lower electron energy $E_{lo}$ to a higher one,
$$E_{hi}=E_{lo}+\hbar\omega_{m'} .$$
Downward it emits a phonon, upward it absorbs one. Both directions carry the same weight. "Exact" below refers to the algebra of the discrete equations: arithmetic adds round-off, and the discrete integral still approximates the continuous one.

## The weight of an event

Let $k$ be the lower state, $k+q$ the higher, and $C_q=V|M_q|^2$ the squared matrix element times the volume. With $Z_f$ final valleys, the net number of emissions per volume and time is
$$\mathcal R=\frac{2ZZ_f}{V}\sum_{k,q}\frac{2\pi}{\hbar}\frac{C_q}{V}\,\delta(E_{k+q}-E_k-\hbar\omega_q)\,B,$$
$$B=f_{hi}(1-f_{lo})(N+1)-f_{lo}(1-f_{hi})N .$$
The factor 2 is spin. The first term of $B$ is emission, the second absorption by the same mode.

Each sum becomes $V\int d^3k/(2\pi)^3$, so all volumes cancel. With $d^3k=4\pi k^2dk$ and $d^3q=2\pi q^2dq\,d\cos\theta$, the constants combine to
$$2\cdot\frac{2\pi}{\hbar}\cdot\frac{8\pi^2}{(2\pi)^6}=\frac{1}{2\pi^3\hbar}.$$
The argument of the delta function is $\hbar^2kq\cos\theta/m+\hbar^2q^2/2m-\hbar\omega_q$. Its derivative with respect to $\cos\theta$ is $\hbar^2kq/m$, so the angular integral gives $m/(\hbar^2kq)$, provided that the root
$$\cos\theta=\frac{m\omega_q}{\hbar kq}-\frac{q}{2k}$$
lies between $-1$ and $1$. This requires $k\ge|m\omega_q/\hbar q-q/2|$. Squaring, and writing $E_q=\hbar^2q^2/2m$,
$$E_{lo}\ge E_{min}(q)=\frac{(E_q-\hbar\omega_q)^2}{4E_q}.$$
Finally $k\,dk=m\,dE/\hbar^2$, and
$$\mathcal R=\frac{ZZ_fm^2}{2\pi^3\hbar^5}\int q\,C_q\,dq\int_{E_{min}(q)}dE\;B .$$
The density of events is constant in $E$ at fixed $q$. Midpoint cells of size $\Delta q\,\Delta E$, starting at $E_{min}$, give
$$W_r=\frac{ZZ_fm^2}{2\pi^3\hbar^5}\,q\,C_q\,\Delta q\,\Delta E .$$

A mode's squared displacement amplitude is $\hbar/(2\rho V\omega_q)$, with $\rho$ the mass density. An acoustic deformation potential $\Xi$ multiplies strain, an intervalley field $D$ multiplies displacement. Hence
$$C_q^{ac}=\frac{\Xi^2\hbar q^2}{2\rho\omega_q},\qquad C_q^{iv}=\frac{D^2\hbar}{2\rho\omega_q}.$$

A phonon bin holds $G_{m'}=S[(q+\Delta q/2)^3-(q-\Delta q/2)^3]/6\pi^2$ modes per volume. Here $S=1$ for the acoustic branch, which all valleys share, and $S=6$ for g-type phonons (scattering to the opposite valley) in silicon, with one sphere of modes per lower valley. In silicon these spheres overlap beyond $q\approx2.5$ nm$^{-1}$, so the outer bins count shared modes more than once; in the example below the phonon occupations there change too little for this to matter.

## Nodes and shares

The density of states is $d\sqrt E$ with $d=Zm\sqrt{2m}/(\pi^2\hbar^3)$. Define $g_j$ as its integral against the hat function that is 1 at $E_j$ and 0 at the neighbouring nodes. With $S_2(E)=\tfrac{4}{15}dE^{5/2}$, whose second derivative is $d\sqrt E$, two integrations by parts give
$$g_j=\frac{S_2(E_{j+1})-2S_2(E_j)+S_2(E_{j-1})}{h}$$
inside, $g_0=S_2(h)/h$ at the bottom, and $g_J=S_2'(E_J)-[S_2(E_J)-S_2(E_{J-1})]/h$ at the top. Hat functions reproduce 1 and $E$, so $\sum g_j$ and $\sum g_jE_j$ equal the continuous integrals. The electron density $\sum g_jf_j$ is not exact: it integrates the linear interpolant of $f$ and overestimates a Boltzmann tail by about $(h/k_BT)^2/12$, which is 1.2 % at 300 K and 0.08 % at 1200 K for $h=10$ meV.

An event's end energies generally fall between nodes. For $E=(j+\theta)h$ the shares are $1-\theta$ on node $j$ and $\theta$ on node $j+1$. Call the shares of the lower end $a_j$ and of the upper end $b_j$. Then
$$\sum a_j=\sum b_j=1,\quad \sum a_jE_j=E_{lo},\quad \sum b_jE_j=E_{hi}.$$
The shares are used twice. They interpolate the logarithm of the odds,
$$\phi_j=\ln\frac{f_j}{1-f_j},\quad \phi_{lo}=\sum a_j\phi_j,\quad \phi_{hi}=\sum b_j\phi_j,\quad f_{lo,hi}=\frac1{1+e^{-\phi_{lo,hi}}},$$
and they deposit the electrons:
$$g_j\dot f_j=\sum_r(a_j-b_j)R_r,\qquad G_{m'}\dot N_{m'}=\sum_{r\in m'}R_r,\qquad R_r=s_rW_rB_r .$$
The factor $0<s_r\le1$, common to both directions, is chosen below to protect positivity.

## Three properties

**Conservation.** Summing over nodes, electron number changes by $\sum_rR_r(1-1)=0$. The total energy changes by
$$\sum_jg_jE_j\dot f_j+\sum_{m'}G_{m'}\hbar\omega_{m'}\dot N_{m'}=\sum_rR_r(E_{lo}-E_{hi}+\hbar\omega_{m'})=0 .$$
Each event vanishes separately, whatever $R_r$ is. The quantum need not be a multiple of $h$, and the electrons need not be near equilibrium. Both totals are linear in $f$ and $N$, so an explicit Euler step keeps them too.

**No heating at a common temperature.** Let $em_r$ and $ab_r$ be the emission and absorption terms of $B_r$, each multiplied by $s_rW_r$, so that $R_r=em_r-ab_r$. The common factor cancels in their ratio, which is, with the index $r$ left out,
$$\frac{em}{ab}=\exp\left[\phi_{hi}-\phi_{lo}+\ln\frac{N+1}{N}\right].$$
For Fermi-Dirac electrons $\phi_j=(\mu-E_j)/k_BT_e$ is linear in energy, so linear interpolation is exact and $\phi_{hi}-\phi_{lo}=-\hbar\omega/k_BT_e$. For Bose-Einstein phonons $\ln[(N+1)/N]=\hbar\omega/k_BT_L$. Therefore
$$\frac{em}{ab}=\exp\left[\frac{\hbar\omega}{k_B}\left(\frac1{T_L}-\frac1{T_e}\right)\right].$$
At $T_e=T_L$ every event balances, for any $\mu$. At $T_e>T_L$ every event heats the lattice; at $T_e<T_L$ every event cools it. For a small difference $\Delta T=T_e-T_L$, expanding the exponential gives the heat
$$H\simeq\frac{\Delta T}{k_BT^2}\sum_r(\hbar\omega)^2\,em_r .$$

**Entropy growth.** The entropy is
$$\frac{S}{k_B}=-\sum_jg_j[f\ln f+(1-f)\ln(1-f)]_j+\sum_{m'}G_{m'}[(N+1)\ln(N+1)-N\ln N]_{m'} .$$
Its derivatives per state and per mode are $-\phi_j$ and $\ln[(N+1)/N]$. Inserting the updates,
$$\frac{\dot S}{k_B}=\sum_rR_r\left[\phi_{hi}-\phi_{lo}+\ln\frac{N+1}{N}\right]=\sum_r(em_r-ab_r)\ln\frac{em_r}{ab_r}\ge0 ,$$
because both factors have the same sign. This needs the same shares in interpolation and deposition. It holds in continuous time; an Euler step does not inherit it automatically.

## Positivity and time step

Logarithmic interpolation has a price. For small $f$ and an upper end between nodes $j$ and $n$, $f_{hi}\simeq f_j^{b_j}f_n^{1-b_j}$. If node $n$ is much fuller than node $j$, node $j$ is drained faster than in proportion to its own occupation. With $f_n$ fixed and gains neglected, $\dot f_j=-cf_j^{b}$ with $0<b<1$, which reaches zero at the finite time $f_j^{1-b}/[c(1-b)]$. An Euler step can then overshoot.

The cure is
$$s_r=\min\left(1,\;\kappa\min_{j\in lo}\frac{f_j}{f_{lo}},\;\kappa\min_{j\in hi}\frac{f_j}{f_{hi}}\right),$$
where the inner minima run over the two nodes around each end. Then $s_rf_{hi}\le\kappa f_j$ and $s_rf_{lo}\le\kappa f_j$. Since $1-f\le1$, the total loss of node $j$ is at most $\kappa\Gamma_jf_j$, with
$$\Gamma_j=\frac1{g_j}\sum_rW_r[b_j(N+1)+a_jN].$$
Hence $f_j$ stays positive if $\kappa\Gamma_j\Delta t<1$. The cap multiplies emission and absorption alike, so the three properties survive.

For a Fermi function, neighbouring nodes differ at most by the factor $e^{h/k_BT}$. The cap is therefore idle if $h\le k_BT\ln\kappa$. With $\kappa=4$ at 300 K this means $h\le35.8$ meV.

Positive $f$ and fixed number also imply $f_j\le n/g_j$, where $n$ is the electron density, so $f$ stays bounded. This ensures $f_j<1$ only if $n<g_j$ at every node; in the example below $n/g_0=0.5$. Otherwise a step can carry $f_j$ past 1, where $\phi_j$ is undefined. Degenerate electrons need the mirror-image cap with $1-f$ in place of $f$. Phonon losses are proportional to $N$ itself, so $N$ stays positive if $\Delta t\sum_{r\in m'}s_rW_rf_{lo}(1-f_{hi})<G_{m'}$.

## Pseudocode and cost

```
setup:
  for each branch, for each q bin (midpoint q):
    quantum = hbar*omega(q);  G = modes in bin
    bottom = (Eq - quantum)^2 / (4 Eq)
    split [bottom, Emax - quantum] into equal cells
    for each cell midpoint Elo:
      store W, bin, shares a of Elo, shares b of Elo+quantum

step(f, N, dt):
  phi = log(f/(1-f));  df = 0;  dN = 0
  for each event r:
    flo = logistic(a.phi);  fhi = logistic(b.phi)
    s = min(1, kappa*min(f at lo)/flo, kappa*min(f at hi)/fhi)
    R = s*W*(fhi*(1-flo)*(N+1) - flo*(1-fhi)*N)
    df += (a - b)*R/g;  dN[bin] += R/G[bin]
  f += dt*df;  N += dt*dN
```

The work per step is proportional to the number of events, which with $\Delta E=h$ scales as the number of nodes times the number of phonon bins. Halving both $\Delta q$ and $\Delta E$ multiplies it by about four. Events that would end above the top node are dropped in both directions, which closes the grid without a leak.

## Worked example: a hot spot in silicon

The parameters are rough values for silicon: six valleys, $m=0.3214$ free-electron masses (the geometric mean of 0.92, 0.19 and 0.19), $\rho=2330$ kg/m³, $\Xi=6$ eV, and a g-type branch of 62 meV with $D=1.1\times10^9$ eV/cm. The acoustic branch is $\omega=9q-0.2q^2$, with $q$ in 1/nm and $\omega$ in 1/ps. There are $10^{18}$ electrons per cm³, initially at 1200 K, and the lattice starts at 300 K. With $h=\Delta E=10$ meV, $\Delta q=0.1$ nm$^{-1}$, $\kappa=4$ and a top node at 1.5 eV, there are 151 nodes, 144 phonon bins and 13,791 events.

**One event.** The strongest g-type event initially joins 32.42 and 94.42 meV. The lower shares are 0.758 on 30 meV and 0.242 on 40 meV; the upper ones are 0.558 on 90 meV and 0.442 on 100 meV. The mean energies are
$$0.758\cdot30+0.242\cdot40=32.42,\qquad 0.558\cdot90+0.442\cdot100=94.42\ \text{meV},$$
and they differ by 62 meV, although no two nodes do. Emission runs at $2.042\times10^{16}$ and absorption at $0.338\times10^{16}$ per cm³ and ps. Their ratio is 6.04, as the formula requires: $\exp[(62/25.85)(1-300/1200)]=6.04$. The net rate times 62 meV is $1.7\times10^8$ W/cm³.

**Total heat.** All events together give $3.91\times10^{10}$ W/cm³, or 0.244 eV/ps per electron. The acoustic branch supplies 1.2 % of it. A direct integration over pairs $k,k'$, with the delta function replaced by a Gaussian of 2 meV standard deviation and no use of $E_{min}$, agrees within 0.1 % for each branch at the same chemical potential. On fine energy grids at the same density the total tends to $3.92\times10^{10}$ W/cm³. With electrons at 200 K the heat is negative, as it must be.

**Tests of the three properties.** Ten random states were made by multiplying each $f_j$ by $e^x$, with $x$ uniform within $\pm0.3$ or $\pm1.5$, and each $N$ likewise within $\pm0.3$. The cap was idle in the mild states and fell to 0.22 in the rough ones. The energy defect stayed below $10^{-15}$ of the gross exchange. Entropy production was positive and matched finite differences of the entropy to $4\times10^{-8}$. At common temperatures of 100, 300 and 1200 K, each with $10^{17}$, $10^{18}$ and $10^{20}$ electrons per cm³, net heat was below $10^{-15}$ of gross emission.

**Cooling.** With 1 fs steps:

| Time (ps) | Mean energy (meV) | Heat (W/cm³) |
|---|---|---|
| 0 | 155 | $3.9\times10^{10}$ |
| 0.2 | 115 | $2.6\times10^{10}$ |
| 0.5 | 79 | $1.4\times10^{10}$ |
| 1.0 | 54 | $4.1\times10^9$ |

The electrons lose 101 meV each, which is $1.62\times10^{-2}$ J/cm³. The phonons gain the same amount to $10^{-12}$ relative. Doubling the step changes the final electron energy by 0.06 %. Conservation therefore says nothing about time accuracy, which has to be judged separately.

The bound $\kappa\Gamma_j$ is at most 128 per ps at the initial phonon occupations, so a first step below 7.8 fs keeps $f$ positive. Phonon occupations rise by less than 0.006 during the run, which hardly changes the bound, and the 1 fs steps lie well inside it. Without the cap, the same run with 1 fs steps produces a negative occupation after about 0.7 ps, at 1480 meV, near the thinly populated top. The time depends on the step: 0.5 fs steps fail near 0.85 ps, and 0.25 fs steps do not fail within 0.9 ps. With the cap, capped events carry at most $2.2\times10^{-8}$ of the gross energy exchange at the sampled times.

## Failure modes

*Rounded energy jumps.* Moving electrons by a whole number of nodes turns 62 meV into 60 meV, while the phonon still receives 62. The two sides disagree by $2/62=3.2$ % for the g-type branch and by 3.2 % of the total initial heat. Energy is created while emission dominates and destroyed while absorption dominates, as with electrons at 200 K.

*Different quadratures for the two directions.* Emission on 10 meV cells and absorption on 20 meV cells produce $9.9\times10^7$ W/cm³ at a common 300 K, 1.8 % of gross emission. No quantum here exceeds 62 meV, so the small-difference formula bounds the true heat by
$$\frac{62}{25.85}\cdot\frac{5.61\times10^9}{300}=4.5\times10^7\ \text{W/cm}^3\text{ per K}.$$
Here $5.61\times10^9$ W/cm³ is the gross emission at 300 K on this grid; fine grids give $5.71\times10^9$, about 2 % more. In this linear estimate, electrons would have to settle at least 2 K below the lattice to cancel the false heat.

*Linear interpolation of $f$.* Total energy is still conserved, but equilibrium is not stationary. The false heat at 300 K is $9\times10^4$ W/cm³, only 0.002 % of gross emission. Linear interpolation overestimates an exponential by up to $(h/k_BT)^2/8=1.9$ % at either end of an event. The small total is particular to this grid: with nodes and cells of 8, 12 and 15 meV the false heat is about $+0.1$, $-0.3$ and $-0.3$ % of gross emission.

*Too coarse a grid.* For $f=0.01e^{-E/k_B(600\,\mathrm K)}+0.002e^{-E/k_B(1500\,\mathrm K)}$, which is no Fermi function, logarithmic interpolation misjudges emission by $7\times10^{-4}$ of its energy flow on 20 meV nodes and by $1.6\times10^{-4}$ on 10 meV nodes. The ratio of 4.6 is near the 4 expected of a second-order error; with 1 meV event cells the errors are $7.5\times10^{-4}$ and $1.9\times10^{-4}$, a ratio of 4.0. Exact balance does not remove this error.

*Unequal phonon temperatures.* For Fermi-Dirac electrons, every event balances only if each phonon bin that has events is at the electron temperature. Otherwise the total heat vanishes only if heating and cooling bins happen to cancel. Bins without events never relax.

## Relation to real silicon

The model leaves out f-type phonons, which scatter to the four perpendicular valleys. With two rough branches at 47 and 59 meV and $D=2\times10^8$ eV/cm, they would add 27 % to the initial heat. Intravalley transverse acoustic phonons and the low-energy intervalley phonons near 12 and 19 meV are left out as well; with rough couplings (3 eV, and $0.3$ to $0.8\times10^8$ eV/cm) they add about 0.3 % and 1 %. The cooling table changes with these branches: with all of them included, the mean energy at 1 ps is about 47 meV and the heat about $2.8\times10^9$ W/cm³. Nonparabolicity of 0.5 per eV raises the final density of states by a heat-weighted factor of 1.25. With the initial states counted as well, and Bloch overlap neglected, the g-type heat at 1200 K rises by a factor of 1.42. Both corrections point upward, together by a factor of about 1.8 with these couplings. These factors hold at a fixed 1200 K, where nonparabolicity also raises the mean energy to 173 meV; at the same mean energy of 155 meV (1084 K) they are 1.23 and about 1.6. Published intervalley couplings differ widely, however. A weaker g-type field usually comes with stronger f-type fields, which can then carry most of the heat, and the total can lie below, near or well above the value found here. Mass anisotropy multiplies the acoustic part by about 1.35 in an elastic estimate, which hardly matters for the total. Collision broadening, $\hbar$ times the scattering rate, is about 5 meV averaged over all electrons, but about 13 meV for the two ends of a g-type event together, and about 26 meV once f-type phonons and nonparabolicity are included. It stays below 62 meV but is not small beside the heat-weighted acoustic quantum of 14 meV. The Debye wave number, from $q_D^2=4\pi e^2n/(\epsilon k_BT_e)$ with dielectric constant $\epsilon=11.7$, is 0.12 nm$^{-1}$ against a mean acoustic $q$ of 2.5 nm$^{-1}$, so screening would lower the initial acoustic heat by only about 1 %; at 1 ps, with $T_e\approx420$ K taken from the mean energy, the two values are about 0.2 and 1.5 nm$^{-1}$ and the reduction is 6 to 7 %.

Electron-electron collisions, also omitted, drive $f$ towards a Fermi function. Replacing the computed $f$ by one of equal number and energy, with the phonons held fixed, raises the heat by 4 % at 0.2 ps and 34 % at 1 ps. The last figure depends on the mesh: it is 31 % on 5 meV nodes and about 30 % on finer grids, while the cooling table keeps the digits shown. Resetting the phonons to 300 K at fixed $f$ raises the heat by 3 % at 1 ps, which indicates the size of the missing phonon decay in this short run. Under continuous power, phonons accumulate and the effect can be larger.

A working transistor also has a field, which the model omits. Here the heat falls tenfold within 1 ps because nothing replenishes the electron energy. A field that held the electrons at their initial energy distribution would keep the heat near its initial value for as long as the phonons stayed cold. An electron temperature of 1200 K belongs to a high-field region, not to the whole channel. The remaining values are in the numerical output.

## Table of computed values

```
Mass 0.3214 m_e; valleys 6; density 1.0e+18 cm^-3
Acoustic potential 6.0 eV; g-type field 1.10e+09 eV/cm
Sound speed 9.0 nm/ps; bending -0.2 nm^2/ps; mass density 2330 kg/m^3
g-type quantum 62.0 meV; node spacing 10.0 meV; top 1.50 eV; q bin 0.10 1/nm
Nodes 151; phonon bins 144; paired events 13791
Electrons 1200 K, lattice 300 K; chemical potential -557.4 meV; largest f 4.54e-03
Sample event: E_lo 32.420, E_hi 94.420 meV
  lower shares on nodes  30 meV: 0.7580, 40 meV: 0.2420
  upper shares on nodes  90 meV: 0.5580, 100 meV: 0.4420
  emission 2.0416e+16, absorption 3.3791e+15 events/(cm^3 ps)
Heat acoustic: paired 4.8002e+08, direct k,k' sum 4.8024e+08 W/cm^3
Heat g-type: paired 3.8656e+10, direct k,k' sum 3.8691e+10 W/cm^3
Total heat 3.9136e+10 W/cm^3 = 0.2443 eV/ps per electron
Heat with electrons at 200 K: -3.408e+09 W/cm^3
Random states, relative energy defect 3.0e-16, number 6.7e-17
Smallest cap s: mild states 1.000, rough states 0.224
Entropy production against finite difference: 3.9e-08 (relative)
Common temperature: net/gross heat 4.2e-16, worst single event 3.1e-13
Gross emission heat at 300 K: 5.610e+09 W/cm^3
Spurious heat at 300 K, linear f: 8.672e+04 W/cm^3 (0.002 % of gross)
Spurious heat at 300 K, unpaired meshes: 9.854e+07 W/cm^3 (1.756 % of gross)
Rounded jumps: energy defect 3.19 % of hot-electron heat
Interpolation error, 20 and 10 meV nodes: 7.265e-04, 1.593e-04; ratio 4.56
Cap constant 4.0; loss-rate bound 127.7 1/ps; positive f for steps below 7.83 fs
Without cap: f first non-positive at 711 fs, node 1480 meV, f = -3.54e-16
Cooling, Euler step 1.0 fs. Ratios below are to the computed heat:
t(ps)  mean E(meV)  T_eff(K)  heat(W/cm^3)  Fermi f ratio  300 K phonon ratio
 0.0     155.07     1200.0    3.9136e+10      1.0000       1.00000
 0.1     132.84     1028.1    3.2190e+10      1.0216       1.00039
 0.2     114.65      887.5    2.6224e+10      1.0418       1.00105
 0.5      78.52      608.5    1.3512e+10      1.0997       1.00556
 1.0      53.81      418.2    4.0575e+09      1.3353       1.03251
Largest share of gross energy exchange in capped events: 2.15e-08
Energy lost by electrons 1.62238e-02 J/cm^3; gained by phonons 1.62238e-02 J/cm^3
Relative energy drift over run 8.9e-13; doubling the time step changes final electron energy by -0.058 %
Largest rise of a phonon occupation 5.628e-03
Omitted f-type phonons (47, 59 meV; 2e8 eV/cm): 27.3 % extra heat
Nonparabolicity 0.5/eV: heat-weighted final-state factor 1.251
Mass anisotropy: acoustic heat factor about 1.348 (elastic estimate)
Scattering 7.27 1/ps per electron; broadening 4.79 meV
Screening: Debye q 0.122, mean acoustic q 2.481 1/nm; squared ratio 0.0024
```
